# Cavity perturbation by a thin dielectric rod along the electric field

Measuring the permittivity of a rod in a microwave cavity requires a choice of rod radius. A thin rod disturbs the field so little that a linear formula converts the measured frequency and quality factor into permittivity, but its signal may be lost in the thermal drift of the cavity. A somewhat thicker rod gives a clear signal and a larger error in the formula. Deciding between them requires the size of the frequency shift, the size of the change in quality factor, and the first sign of failure of both.

Let fields vary as $e^{j\omega t}$ and write the relative permittivity of the rod as $\varepsilon=\varepsilon'-j\varepsilon''$, where $\varepsilon''>0$ means absorption. A freely ringing mode has the complex frequency

$$\omega=2\pi f\left(1+\frac{j}{2Q}\right),$$

so that its amplitude decays as $e^{-\pi ft/Q}$ and its energy as $e^{-2\pi ft/Q}$, which is the usual meaning of $Q$. Here $Q$ is the unloaded value, without the loss through coupling ports. The subscript 0 marks the empty cavity. The rod is linear, isotropic and nonmagnetic. It runs from one conducting wall to the opposite one, parallel to an electric field $\mathbf E_0$ that does not vary along its length. The mode is not degenerate, so a small rod changes its field only slightly.

The loaded cavity obeys $\nabla\times\mathbf E=-j\omega\mu_0\mathbf H$ and $\nabla\times\mathbf H=j\omega\varepsilon_0\varepsilon_r\mathbf E$, where $\varepsilon_r=\varepsilon$ in the rod and 1 elsewhere. The empty cavity obeys the same equations with $\omega_0$ and $\varepsilon_r=1$. The identity $\nabla\cdot(\mathbf A\times\mathbf B)=\mathbf B\cdot\nabla\times\mathbf A-\mathbf A\cdot\nabla\times\mathbf B$ gives

$$\nabla\cdot(\mathbf E\times\mathbf H_0)=-j\omega\mu_0\mathbf H\cdot\mathbf H_0-j\omega_0\varepsilon_0\mathbf E\cdot\mathbf E_0,$$

$$\nabla\cdot(\mathbf E_0\times\mathbf H)=-j\omega_0\mu_0\mathbf H\cdot\mathbf H_0-j\omega\varepsilon_0\varepsilon_r\mathbf E\cdot\mathbf E_0.$$

No complex conjugate is taken; this choice will let the wall losses of the two modes cancel. Subtracting the second line from the first,

$$\nabla\cdot(\mathbf E\times\mathbf H_0-\mathbf E_0\times\mathbf H)=j\left[(\omega\varepsilon_r-\omega_0)\varepsilon_0\mathbf E\cdot\mathbf E_0-(\omega-\omega_0)\mu_0\mathbf H\cdot\mathbf H_0\right].$$

Integrate over the cavity volume $V$. The surface of the rod contributes nothing, because the tangential components of all four fields are continuous there. On an ideally conducting wall the tangential electric fields vanish, and with them the flux $(\mathbf E\times\mathbf H_0)\cdot\mathbf n=(\mathbf n\times\mathbf E)\cdot\mathbf H_0$ and its partner. The right side therefore integrates to zero. Writing $\omega\varepsilon_r-\omega_0=(\omega-\omega_0)+\omega(\varepsilon_r-1)$ and collecting the terms in $\omega-\omega_0$ gives

$$\frac{\omega-\omega_0}{\omega}=-\frac{\int_{\rm rod}(\varepsilon-1)\,\mathbf E\cdot\mathbf E_0\,dV}{\int_V\left[\mathbf E\cdot\mathbf E_0-(\mu_0/\varepsilon_0)\mathbf H\cdot\mathbf H_0\right]dV}.$$

This holds for a rod of any size between ideal walls. Approximation enters when the unknown fields $\mathbf E$ and $\mathbf H$ are replaced.

In the denominator they may be replaced by the empty-cavity fields, since the rod occupies little of the volume. Choose $\mathbf E_0$ real. Then $\mathbf H_0=j\nabla\times\mathbf E_0/(\omega_0\mu_0)$ is imaginary and $\mathbf H_0\cdot\mathbf H_0=-|\mathbf H_0|^2$. Integration by parts, with no surface term on an ideal wall, gives

$$\int_V|\nabla\times\mathbf E_0|^2dV=\int_V\mathbf E_0\cdot\nabla\times\nabla\times\mathbf E_0\,dV=\omega_0^2\mu_0\varepsilon_0\int_VE_0^2\,dV,$$

and hence $\mu_0\int|\mathbf H_0|^2dV=\varepsilon_0\int E_0^2dV$: electric and magnetic energies are equal. The two terms of the denominator add, and it becomes $2\int_VE_0^2dV$.

In the numerator the field inside the rod is needed, and here the orientation matters. The tangential electric field is continuous across the side of the rod. Over a cross-section much smaller than the wavelength, the field $\mathbf E_0$ is nearly uniform, and the same uniform field inside and outside satisfies every condition on the side. The polarization ends on the conducting plates, where charge on the metal compensates it, so no depolarizing field arises. Thus $\mathbf E\simeq\mathbf E_0$ in the rod, even when $\varepsilon'-1$ is not small. With the filling factor

$$F=\frac{\int_{\rm rod}E_0^2\,dV}{\int_VE_0^2\,dV},$$

the identity reduces to

$$\frac{\omega-\omega_0}{\omega_0}=-\frac{(\varepsilon-1)F}{2},$$

where replacing $\omega$ by $\omega_0$ on the left changes only terms of second order in $F$. To separate the measured quantities, expand the ratio of complex frequencies for small shift and large quality factors:

$$\frac{\omega}{\omega_0}\simeq1+\frac{f-f_0}{f_0}+\frac j2\left(\frac1Q-\frac1{Q_0}\right).$$

Since $-(\varepsilon-1)=-(\varepsilon'-1)+j\varepsilon''$, the real and imaginary parts are

$$\boxed{\frac{f-f_0}{f_0}=-\frac{(\varepsilon'-1)F}{2},\qquad \frac1Q-\frac1{Q_0}=\varepsilon''F.}$$

The second result also follows from power. For peak field amplitudes, the rod absorbs $P=\tfrac12\omega\varepsilon_0\varepsilon''\int_{\rm rod}E_0^2dV$, while the stored energy, electric plus magnetic, is $U=\tfrac12\varepsilon_0\int_VE_0^2dV$. Then $P/(\omega U)=\varepsilon''F$. Dividing the two results eliminates the filling factor:

$$\frac{\varepsilon''}{\varepsilon'-1}=\frac{1/Q-1/Q_0}{2(f_0-f)/f_0}.$$

At this order the ratio on the left can be found without knowing the radius of the rod.

So far the walls were ideal, which would make $1/Q_0$ zero. On a good conductor, with $\mathbf n$ pointing into the metal, the tangential field is $\mathbf E_t=Z_s\mathbf H\times\mathbf n$, where $Z_s=(1+j)\omega\mu_0\delta/2$ and $\delta=\sqrt{2/(\omega\mu_0\sigma)}$ is the skin depth for conductivity $\sigma$. Expanding the triple product gives $(\mathbf E\times\mathbf H_0)\cdot\mathbf n=Z_s(\omega)\mathbf H_t\cdot\mathbf H_{0t}$, and likewise $(\mathbf E_0\times\mathbf H)\cdot\mathbf n=Z_s(\omega_0)\mathbf H_t\cdot\mathbf H_{0t}$. What remains of the surface integral is

$$\left[Z_s(\omega)-Z_s(\omega_0)\right]\oint\mathbf H_t\cdot\mathbf H_{0t}\,dS.$$

Because $Z_s\propto\sqrt\omega$, the bracket is about $Z_s(\omega-\omega_0)/(2\omega_0)$. The integral multiplied by $Z_s$ itself would produce a relative frequency change of order $1/Q_0$, so this remainder produces one of order $1/Q_0$ times the relative shift. It is smaller than the frequency shift by a factor of order $1/Q_0$, so the first boxed result stands, with $f_0$ now that of the real empty cavity. In the second, a wall term of order $(\varepsilon'-1)F/Q_0$ competes with $\varepsilon''F$. The inverse quality factors of wall and rod therefore add only when $\varepsilon''\gg(\varepsilon'-1)/Q_0$, with $Q_0$ that of the real empty cavity. Both terms are proportional to $F$, so thinning the rod does not relax this condition.

Consider a cylindrical cavity of radius $R$ and height $h$ in its TM$_{010}$ mode, with a round rod of radius $a$ on the axis. The field is $E_z=J_0(k_0r)$, and its vanishing at the wall requires $k_0R=\chi=2.40483$, the first zero of $J_0$. The normalization follows from $J_0'=-J_1$ and $J_1'=J_0-J_1/x$:

$$\frac{d}{dx}\left[\frac{x^2}{2}(J_0^2+J_1^2)\right]=x(J_0^2+J_1^2)+x^2(-J_0J_1+J_1J_0)-xJ_1^2=xJ_0^2.$$

Thus $\int_0^RJ_0^2(k_0r)\,r\,dr=R^2J_1^2(\chi)/2$. In the thin rod $J_0\simeq1$, and the corresponding integral is $a^2/2$. With $J_1(\chi)=0.51915$,

$$F=\frac{(a/R)^2}{J_1^2(\chi)}=3.710\,\frac{a^2}{R^2},\qquad \frac{f-f_0}{f_0}=-1.855(\varepsilon'-1)\frac{a^2}{R^2}.$$

The factor 3.710 exceeds 1 because the rod sits where the electric field is largest. A rod at distance $d$ from the axis has $F$ reduced by the factor $J_0^2(\chi d/R)$.

A direct solution of the wave equation gives the same shift and shows what has been neglected. With ideal walls and wave number $k=\omega/c$, the field is proportional to $J_0(\sqrt\varepsilon\,kr)$ in the rod and to $J_0(kr)+bY_0(kr)$ outside. Both $E_z$ and its radial derivative are continuous at $r=a$. For small arguments the inner field gives $aE_z'/E_z\simeq-\varepsilon(ka)^2/2$. Outside, $J_1(z)\simeq z/2$ and $Y_1(z)\simeq-2/(\pi z)$ give $aE_z'\simeq-(ka)^2/2+2b/\pi$, while $E_z\simeq1$. Equating the two,

$$b=-\frac{\pi}{4}(\varepsilon-1)(ka)^2.$$

At the wall, $J_0(x)+bY_0(x)=0$ with $x=kR=\chi+\eta$. To first order this is $-\eta J_1(\chi)+bY_0(\chi)=0$. The Wronskian $J_1Y_0-J_0Y_1=2/(\pi x)$, taken at $\chi$, gives $Y_0(\chi)=2/[\pi\chi J_1(\chi)]$. Therefore

$$\frac\eta\chi=\frac{2b}{\pi\chi^2J_1^2(\chi)}=-\frac{(\varepsilon-1)}{2J_1^2(\chi)}\frac{a^2}{R^2},$$

as before. The first correction comes from the logarithm in $Y_0(z)\simeq(2/\pi)\ell$, with $\ell=\ln(z/2)+\gamma$ and $\gamma$ Euler's constant, and from its counterpart in $Y_1$. Keeping the logarithmic terms, with $z=ka$, the matching condition reads

$$-\frac{z^2}{2}+\frac{2b}{\pi}\left(1-\frac{z^2\ell}{2}\right)=-\frac{\varepsilon z^2}{2}\left(1+\frac{2b}{\pi}\ell\right).$$

Collecting $b$, one finds that its magnitude grows by the relative amount $-(\varepsilon-1)z^2\ell/2$, which is positive for real $\varepsilon>1$ because $\ell$ is negative for a thin rod. Other terms of order $z^2$ carry no logarithm. With ideal walls, the error of the linear law thus falls as the square of the radius times a logarithm, somewhat more slowly than the square itself. The law needs both $|\varepsilon-1|(ka)^2|\ln ka|$ and $|\varepsilon|(ka)^2$ to be small; a strongly conducting rod violates these conditions, since the field no longer fills it uniformly.

For numbers, take a copper cavity with $R=40$ mm, $h=30$ mm and $\sigma=5.8\times10^7$ S/m, and a rod of acrylic glass with $a=1$ mm. Rough values for this polymer at a few gigahertz are $\varepsilon'=2.6$ and a loss tangent of 0.006, so $\varepsilon''=2.6\times0.006=0.0156$. The frequency for ideal walls is $\chi c/(2\pi R)=2.8686$ GHz, and the skin depth there is 1.234 µm.

The quality factor of the empty cavity follows from the wall power $\tfrac12R_s\oint|H_t|^2dS$, with $R_s=\omega\mu_0\delta/2$, and the stored energy $\tfrac12\mu_0\int|H|^2dV$:

$$\frac1{Q_0}=\frac\delta2\,\frac{\oint|H_t|^2dS}{\int_V|H|^2dV}.$$

Here $H\propto J_1(k_0r)$, and equality of the energies gives $\int_0^RJ_1^2r\,dr=R^2J_1^2(\chi)/2$. The side wall contributes $2/R$ to the ratio of integrals and the two end plates contribute $2/h$. Hence

$$Q_0=\frac{R}{\delta(1+R/h)}=\frac{40\ \text{mm}}{1.234\ \text{µm}\times2.333}\simeq13\,890.$$

The surface impedance has equal real and imaginary parts, so the walls also lower the frequency by the fraction $1/(2Q_0)$, about 0.10 MHz, which gives $f_0=2868.5$ MHz for the copper cavity.

The filling factor is $F=3.710\times(1/40)^2=2.319\times10^{-3}$. The linear law then predicts

$$f-f_0=-2868.5\ \text{MHz}\times\frac{1.6\times2.319\times10^{-3}}{2}=-5.32\ \text{MHz},$$

$$\frac1Q-\frac1{Q_0}=0.0156\times2.319\times10^{-3}=3.62\times10^{-5}.$$

Adding $1/Q_0=7.20\times10^{-5}$ gives $Q\simeq9250$. The shift is about 26 times the empty linewidth $f_0/Q_0=0.207$ MHz, while the quality factor falls by a third.

These predictions can be compared with a fuller model that keeps the matched Bessel functions and the surface impedance of all walls. The side wall sets $E_z=-Z_sH_\varphi$ at $r=R$. The two end plates add $2Z_s/(j\omega)$ to the inductance $\mu_0h$ of the radial line, multiplying it by $1+(1-j)\delta/h$; this treatment is accurate to first order in $\delta/h$. The complex frequency is found by a secant search, first without and then with the rod. The result is a shift of $-5.35$ MHz, a change in $1/Q$ of $3.66\times10^{-5}$, and a loaded-cavity $Q$ of about 9210.

If these values are treated as measured data and inserted into the linear formulas,

$$\varepsilon'=1+\frac{2(f_0-f)}{f_0F}=2.607,\qquad \varepsilon''=\frac1F\left(\frac1Q-\frac1{Q_0}\right)=0.0158.$$

The recovered $\varepsilon'$ is 0.3% above the value put in, and $\varepsilon''$ is 1% above it. With ideal walls, the matched equation gives a shift 0.45% larger than the linear law and a rod loss 1.19% larger, relative to the law. The logarithmic term alone, with $ka=0.060$ and $\ell\simeq-2.93$, would give 0.85% for the shift. For the loss it would give twice this, because the imaginary part of $(\varepsilon-1)^2$ is $-2(\varepsilon'-1)\varepsilon''$. The remaining terms of second order reduce both figures. Adding wall loss changes the extra $1/Q$ by $-0.13\%$ of the rod loss, so additivity is a good approximation here. This change is about $-0.18(\varepsilon'-1)F/Q_0$ for this cavity; for a thin rod with $\varepsilon'=3.8$ and a loss tangent of $6\times10^{-5}$ it would be about $-16\%$ of the rod loss.

The choice of radius can now be read from these figures. At $a=0.1$ mm, with the same material and ideal walls, the error of the law falls to 0.011% for the shift and 0.025% for the loss. With copper walls the wall term of $-0.13\%$ remains, and the errors are 0.010% and $-0.11\%$. But the signal falls by a factor of 100, to 0.053 MHz. Copper expands by roughly 17 parts per million per kelvin, and since $f_0\propto1/R$, a drift of 1 K between the empty and loaded measurements moves the frequency by $-0.049$ MHz. That is nearly the whole signal of the thinner rod, but 0.92% of the signal of the 1 mm rod. The same drift raises the resistivity of copper by roughly 0.4% and $1/Q_0$ by half as much, which is about 40% of the loss signal of the thinner rod and 0.4% of that of the 1 mm rod. For this cavity and this temperature control, the 1 mm rod is the better of these two. Its radius must also be known well: since $F\propto a^2$, an error of 1% in $a$ causes an error of 2% in the inferred $\varepsilon'-1$ and $\varepsilon''$.

Contact with the end plates is another condition that a real rod may break. Suppose a gap $g$ separates one end from its plate. For moderate $\varepsilon-1$, take the polarization as uniform, $P=\varepsilon_0(\varepsilon-1)E_0$. The free end then carries a disc of surface charge $P$, and the nearby plate supplies an image disc of charge $-P$ at distance $2g$. More distant images are neglected. The potential of one disc is

$$\phi(r,z)=\frac{Pa}{2\varepsilon_0}\int_0^\infty J_1(qa)J_0(qr)e^{-q|z|}\frac{dq}{q}.$$

The volume integral of the depolarizing field equals minus the integral of the potential over the free end, since the potential is zero at the plate in contact. Subtract the image, use $\int_0^aJ_0(qr)2\pi r\,dr=2\pi aJ_1(qa)/q$, and divide by the rod volume, taken as $\pi a^2h$. The mean depolarizing field is then $-NP/\varepsilon_0$, with

$$N=\frac ah\int_0^\infty\frac{J_1^2(x)}{x^2}\left(1-e^{-2xg/a}\right)dx.$$

For $g\ll a$ the bracket becomes $2xg/a$, and $\int_0^\infty J_1^2dx/x=\tfrac12$ gives $N=g/h$. The gap multiplies $\varepsilon-1$ in the perturbation formula by $1-(\varepsilon-1)N-g/h$, where the last term accounts for the missing length. For $g=0.1$ mm, numerical integration gives $N=2.66\times10^{-3}$. In this estimate the shift is reduced by $1.6N+g/h\simeq0.8\%$, and the loss by $3.2N+g/h\simeq1.2\%$. Both figures are slightly too high, because the polarization is not really uniform near the free end. Such a gap is as important as the finite radius of the rod. By comparison, moving the rod 1 mm off the axis lowers $F$ by 0.18%.

The example resembles a laboratory measurement on a low-loss polymer, but its material values are rough and its cavity is closed. Real cavities have coupling ports and often insertion holes. If the ports add the same $1/Q_{\rm ext}$ with and without the rod, their contribution cancels from the difference of inverse quality factors. Insertion holes alter the field near the rod ends, and their effect has not been calculated here. Surface roughness can raise the wall loss above the value for smooth copper; using the measured $Q_0$ includes that loss at leading order. Of the departures estimated above, the gap changes the shift by roughly 0.7% and the 1 K drift by 0.9%. An accurate result for this rod therefore depends on end contact, temperature and radius at least as much as on the next term of the perturbation series.
